**Wire capacitance from charge-based current measurement**

The program tests C = ΔI/(Vf), where C is the wire capacitance, ΔI the difference of average supply currents between the test and reference branches, V the supply voltage and f the switching frequency. For 20 nA, 1 V and 10 MHz it gives 2 fF, or about 12,500 electrons per cycle. A time-domain simulation of both branches, with voltage-dependent parasitics and ramped switch gates, gives currents of 30 nA and 50 nA, and the program asserts that their difference agrees with the law. It also asserts that tripling the switch resistance leaves the charge difference unchanged while settling is complete, and that the formula for incomplete settling holds for slow switches, where the apparent capacitance drops to 0.71 fF. Further assertions cover a 1% parasitic mismatch, which lowers the result by 1.5%, and a leaky wire, whose capacitance is recovered from the slope of ΔI between two frequencies. The formula for charge retained at switch turn-off is compared with the simulation, and both give an error of 0.030 fF. The sizes of dielectric leakage, gap field and wire length are estimates from rough low-k parameters and are not asserted.

## Check in Python

```python
"""
Charge-based capacitance measurement.
Result under test: C = (I_test - I_ref) / (V f), where
  C  wire capacitance, V supply voltage, f switching frequency,
  I_test, I_ref  average supply currents of branches with and without the wire.
The law is checked against a time-domain simulation of both branches.
Simulation units: fF, V, fC, ns, uA, megaohm (fC/ns = uA; fC*MHz = nA).
"""
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.integrate import solve_ivp
from scipy.special import erf

# Measured data and the deduced capacitance
delta_I_nA, V, f_MHz = 20.0, 1.0, 10.0
C_wire = delta_I_nA * 1e-9 / (V * f_MHz * 1e6) * 1e15       # fF

# Circuit parameters (rough round values)
R_ON = 0.01            # switch on-resistance, megaohm
V_T = 0.4              # switch threshold, V
RAMP = 0.1             # gate ramp time, ns
DUTY = 0.4             # fraction of period with a switch held fully on
C_FIX, C_J, PHI = 2.0, 1.25, 0.8    # fixed and junction parasitics: fF, fF, V
C_LINEAR = 3.0         # constant parasitic used in the linear tests, fF
C_GATE = 0.3           # gate-to-node coupling of each switch, fF


def supply_charge(wire, f=f_MHz, r_on=R_ON, junction=True, scale=1.0,
                  coupling=0.0, leak=0.0, cycles=2):
    """Charge (fC) drawn from the supply in the last simulated cycle."""
    period = 1e3 / f
    hold = DUTY * period
    gap = (period - 2 * hold - 4 * RAMP) / 2
    beta = 1 / (r_on * (V - V_T))
    # duration, supply-switch drive (start, end), ground-switch drive
    segments = [(RAMP, 0, V, 0, 0), (hold, V, V, 0, 0),
                (RAMP, V, 0, 0, 0), (gap, 0, 0, 0, 0),
                (RAMP, 0, 0, 0, V), (hold, 0, 0, V, V),
                (RAMP, 0, 0, V, 0), (gap, 0, 0, 0, 0)]
    v = 0.0
    drawn = 0.0
    for _ in range(cycles):
        drawn = 0.0
        for length, p0, p1, n0, n1 in segments:
            p_rate, n_rate = (p1 - p0) / length, (n1 - n0) / length

            def rhs(t, y):
                g_p = beta * max(p0 + p_rate * t - V_T, 0.0)
                g_n = beta * max(n0 + n_rate * t - V_T, 0.0)
                if junction:
                    c_par = C_FIX + C_J / np.sqrt(1 + y[0] / PHI)
                else:
                    c_par = C_LINEAR
                i_supply = g_p * (V - y[0])
                # supply-switch gate voltage falls when its drive rises
                i_gate = coupling * (n_rate - p_rate)
                i_node = i_supply - (g_n + leak) * y[0] + i_gate
                return [i_node / (wire + scale * c_par), i_supply]

            sol = solve_ivp(rhs, (0, length), [v, 0.0], method="LSODA",
                            rtol=1e-8, atol=1e-10, max_step=length / 40)
            assert sol.success
            v = sol.y[0, -1]
            drawn += sol.y[1, -1]
    return drawn


# Main law, with voltage-dependent parasitics
q_ref = supply_charge(0.0)
q_test = supply_charge(C_wire)
q_ref_formula = C_FIX * V + 2 * PHI * C_J * (np.sqrt(1 + V / PHI) - 1)
I_ref, I_test = q_ref * f_MHz, q_test * f_MHz
assert abs(q_ref - q_ref_formula) < 1e-4
assert abs(I_test - I_ref - delta_I_nA) < 2e-3

# The switch resistance drops out while settling is complete
q_diff_3R = (supply_charge(C_wire, r_on=3 * R_ON)
             - supply_charge(0.0, r_on=3 * R_ON))
assert abs(q_diff_3R - C_wire * V) < 2e-4

# Incomplete settling: deliberately slow switches
R_SLOW = 5.0
window = DUTY * 1e3 / f_MHz + RAMP * (V - V_T) / V


def settled_charge(c_total, r_on):
    a = np.exp(-window / (r_on * c_total))
    return c_total * V * (1 - a) / (1 + a)


slow = [supply_charge(w, r_on=R_SLOW, junction=False, cycles=10)
        for w in (C_wire, 0.0)]
for q_sim, w in zip(slow, (C_wire, 0.0)):
    assert abs(q_sim - settled_charge(C_LINEAR + w, R_SLOW)) < 2e-4
C_slow = (slow[0] - slow[1]) / V

# Parasitics of the reference larger by one percent
MISMATCH = 0.01
C_mismatch = (q_test - supply_charge(0.0, scale=1 + MISMATCH)) / V
assert abs(C_mismatch - (C_wire - MISMATCH * q_ref_formula / V)) < 2e-4

# Leaky wire: one frequency is biased, the slope over two is not
LEAK = 1e-3            # uA/V, i.e. 1 nA at 1 V
f_pair = np.array([f_MHz / 2, f_MHz])
dI_leaky = np.array([f * (supply_charge(C_wire, f=f, leak=LEAK)
                          - supply_charge(0.0, f=f)) for f in f_pair])
C_one_f = dI_leaky[1] / (V * f_pair[1])
slope = (dI_leaky[1] - dI_leaky[0]) / (f_pair[1] - f_pair[0])
C_slope = slope / V
offset = dI_leaky[1] - slope * f_pair[1]
assert abs(C_slope - C_wire) < 1e-3
assert abs(offset - 1e3 * LEAK * V * DUTY) < 0.01
assert C_one_f - C_wire > 0.03


# Charge left on the node by switch turn-off
def retained_charge(c_total):
    beta, rate = 1 / (R_ON * (V - V_T)), V / RAMP
    time_on = (V - V_T) / rate
    return (C_GATE * np.sqrt(np.pi * rate * c_total / (2 * beta))
            * erf(time_on * np.sqrt(beta * rate / (2 * c_total))))


q_keep_test = retained_charge(C_LINEAR + C_wire)
q_keep_ref = retained_charge(C_LINEAR)
injection_formula = 2 * (q_keep_test - q_keep_ref) / V
injection_sim = (supply_charge(C_wire, junction=False, coupling=C_GATE)
                 - supply_charge(0.0, junction=False, coupling=C_GATE)
                 ) / V - C_wire
assert abs(injection_sim - injection_formula) < 2e-4

# Size of the wire and of dielectric effects (rough low-k values)
K_REL, HEIGHT_NM, SPACE_NM = 3.0, 200.0, 100.0
plate_per_um = 2 * epsilon_0 * K_REL * HEIGHT_NM / SPACE_NM * 1e9  # fF/um
max_length = C_wire / plate_per_um                                # um
field = V / (SPACE_NM * 1e-7) / 1e6                               # MV/cm
J_LEAK = 1e-9                                                     # A/cm2
side_area = 2 * max_length * 1e-4 * HEIGHT_NM * 1e-7              # cm2
dielectric_leak = J_LEAK * side_area                              # A
LEAK_DIFF_PA = 10.0
leak_error = LEAK_DIFF_PA * 1e-3 / (V * f_MHz)                     # fF
METER_NA = 0.1
meter_error = METER_NA / (V * f_MHz)                              # fF

print(f"Input current difference: {delta_I_nA:.1f} nA")
print(f"Input voltage: {V:.1f} V; frequency: {f_MHz:.1f} MHz")
print(f"Deduced wire capacitance: {C_wire:.4f} fF")
print(f"Wire charge per cycle: {C_wire * V:.4f} fC")
print(f"Electrons per cycle: {C_wire * V * 1e-15 / e:.0f}")
print(f"Fixed parasitic: {C_FIX:.2f} fF")
print(f"Junction parasitic at 0 V: {C_J:.2f} fF; phi: {PHI:.2f} V")
print(f"Reference charge, formula: {q_ref_formula:.4f} fC")
print(f"Reference charge, simulated: {q_ref:.4f} fC")
print(f"Test charge, simulated: {q_test:.4f} fC")
print(f"Reference current, simulated: {I_ref:.3f} nA")
print(f"Test current, simulated: {I_test:.3f} nA")
print(f"Current difference, simulated: {I_test - I_ref:.3f} nA")
print(f"Switch on-resistance: {R_ON * 1e3:.0f} kohm")
print(f"Charge difference at 3x resistance: {q_diff_3R:.4f} fC")
print(f"Constant parasitic, linear tests: {C_LINEAR:.1f} fF")
tau = R_ON * (C_LINEAR + C_wire)
print(f"Test-branch time constant: {tau * 1e3:.1f} ps")
print(f"Effective charging window: {window:.2f} ns")
print(f"Window / time constant: {window / tau:.0f}")
print(f"Slow-switch resistance: {R_SLOW:.1f} Mohm")
print(f"Slow test charge: {slow[0]:.4f} fC")
print(f"Slow reference charge: {slow[1]:.4f} fC")
print(f"Slow-switch apparent capacitance: {C_slow:.4f} fF")
print(f"Parasitic mismatch: {MISMATCH * 100:.1f} %")
print(f"Apparent capacitance with mismatch: {C_mismatch:.4f} fF")
print(f"Mismatch error: {100 * (C_mismatch / C_wire - 1):.2f} %")
print(f"Test leak at 1 V: {LEAK * 1e3:.1f} nA; duty: {DUTY:.2f}")
print(f"Leaky difference at {f_pair[0]:.0f} MHz: {dI_leaky[0]:.3f} nA")
print(f"Leaky difference at {f_pair[1]:.0f} MHz: {dI_leaky[1]:.3f} nA")
print(f"Leaky one-frequency capacitance: {C_one_f:.4f} fF")
print(f"Leaky two-frequency capacitance: {C_slope:.4f} fF")
print(f"Zero-frequency current offset: {offset:.3f} nA")
print(f"Gate coupling: {C_GATE:.2f} fF; threshold: {V_T:.2f} V")
print(f"Gate ramp time: {RAMP:.2f} ns")
print(f"Retained charge per turn-off, test: {q_keep_test:.4f} fC")
print(f"Retained charge per turn-off, ref: {q_keep_ref:.4f} fC")
print(f"Turn-off error, formula: {injection_formula:.4f} fF")
print(f"Turn-off error, simulated: {injection_sim:.4f} fF")
print(f"Turn-off relative error: {100 * injection_sim / C_wire:.2f} %")
print(f"Leakage difference: {LEAK_DIFF_PA:.0f} pA")
print(f"Leakage error: {leak_error:.4f} fF")
print(f"Meter error: {METER_NA:.1f} nA gives {meter_error:.3f} fF")
print(f"Relative permittivity: {K_REL:.1f}")
print(f"Wire height: {HEIGHT_NM:.0f} nm; spacing: {SPACE_NM:.0f} nm")
print(f"Side-wall plate capacitance: {plate_per_um:.4f} fF/um")
print(f"Upper bound on wire length: {max_length:.1f} um")
print(f"Field in the gap: {field:.2f} MV/cm")
print(f"Assumed leakage density: {J_LEAK:.1e} A/cm2")
print(f"Dielectric leakage: {dielectric_leak:.1e} A")
print("tests ok")
```

Running it gives:

```
Input current difference: 20.0 nA
Input voltage: 1.0 V; frequency: 10.0 MHz
Deduced wire capacitance: 2.0000 fF
Wire charge per cycle: 2.0000 fC
Electrons per cycle: 12483
Fixed parasitic: 2.00 fF
Junction parasitic at 0 V: 1.25 fF; phi: 0.80 V
Reference charge, formula: 3.0000 fC
Reference charge, simulated: 3.0000 fC
Test charge, simulated: 5.0000 fC
Reference current, simulated: 30.000 nA
Test current, simulated: 50.000 nA
Current difference, simulated: 20.000 nA
Switch on-resistance: 10 kohm
Charge difference at 3x resistance: 2.0000 fC
Constant parasitic, linear tests: 3.0 fF
Test-branch time constant: 50.0 ps
Effective charging window: 40.06 ns
Window / time constant: 801
Slow-switch resistance: 5.0 Mohm
Slow test charge: 3.3235 fC
Slow reference charge: 2.6116 fC
Slow-switch apparent capacitance: 0.7119 fF
Parasitic mismatch: 1.0 %
Apparent capacitance with mismatch: 1.9700 fF
Mismatch error: -1.50 %
Test leak at 1 V: 1.0 nA; duty: 0.40
Leaky difference at 5 MHz: 10.400 nA
Leaky difference at 10 MHz: 20.400 nA
Leaky one-frequency capacitance: 2.0400 fF
Leaky two-frequency capacitance: 2.0000 fF
Zero-frequency current offset: 0.400 nA
Gate coupling: 0.30 fF; threshold: 0.40 V
Gate ramp time: 0.10 ns
Retained charge per turn-off, test: 0.1497 fC
Retained charge per turn-off, ref: 0.1344 fC
Turn-off error, formula: 0.0304 fF
Turn-off error, simulated: 0.0304 fF
Turn-off relative error: 1.52 %
Leakage difference: 10 pA
Leakage error: 0.0010 fF
Meter error: 0.1 nA gives 0.010 fF
Relative permittivity: 3.0
Wire height: 200 nm; spacing: 100 nm
Side-wall plate capacitance: 0.1063 fF/um
Upper bound on wire length: 18.8 um
Field in the gap: 0.10 MV/cm
Assumed leakage density: 1.0e-09 A/cm2
Dielectric leakage: 7.5e-17 A
tests ok
```
